# Spherical averages of plane-wave expansions and Fourier coefficients of muffin-tin functions: a program that tests the result

```python
"""
Result under test, for a periodic f(r) = sum_G f(G) exp(iG.r):
  average over a sphere of radius r about site tau
      = sum_G f(G) exp(iG.tau) j0(|G| r),       j0(x) = sin(x)/x,
and, for a muffin-tin function (spherical v_s(r) inside non-overlapping
spheres of radius R_s about tau_s, constant v_I elsewhere),
  f(G) = v_I delta(G,0) + (4 pi/Omega) sum_s exp(-iG.tau_s)
         * integral_0^R_s r^2 [v_s(r) - v_I] j0(|G| r) dr.
Omega is the cell volume. Lengths are in angstrom, energies in eV.
Model wells: v_s(r) = v_I - V_s (1 - r^2/R_s^2)^2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import spherical_jn

HARTREE = physical_constants["Hartree energy in eV"][0]
a = 4.0
omega = a**3
sites = a * np.array([[0.0, 0.0, 0.0], [0.50, 0.40, 0.55]])
radii = np.array([1.7, 1.3])
depths = np.array([30.0, 20.0])
v_inter = -5.0
b = 2 * np.pi / a


def j0(x):
    return np.sinc(np.asarray(x) / np.pi)


def sphere_average(func, centre, r, n=200):
    """Direct average of func over directions, by angular quadrature."""
    u, w = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * (np.arange(2 * n) + 0.5) / (2 * n)
    s = np.sqrt(1 - u**2)[:, None]
    dirs = np.stack([s * np.cos(phi), s * np.sin(phi),
                     u[:, None] * np.ones_like(phi)], axis=-1)
    return np.sum(0.5 * w * func(centre + r * dirs).mean(axis=1))


def potential(points):
    """Muffin-tin function in real space, using the nearest image."""
    value = np.full(points.shape[:-1], v_inter)
    for tau, R, V in zip(sites, radii, depths):
        d = points - tau
        d = d - a * np.round(d / a)
        t = np.sum(d**2, axis=-1) / R**2
        value -= V * np.where(t < 1, (1 - t)**2, 0.0)
    return value


def radial_nodes(R, n=40):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * R * (x + 1), 0.5 * R * w


def coefficient(hkl, profiles, constant):
    """Muffin-tin Fourier coefficient by radial quadrature."""
    G = b * np.array(hkl)
    g = np.linalg.norm(G)
    total = constant if g == 0 else 0.0
    for tau, R, prof in zip(sites, radii, profiles):
        r, w = radial_nodes(R)
        integral = np.sum(w * r**2 * (prof(r) - constant) * j0(g * r))
        total = total + 4*np.pi/omega * np.exp(-1j * G @ tau) * integral
    return total


def well_transform(g, R, V):
    """Closed form of (1/Omega) * transform of one model well."""
    x = np.asarray(g, float) * R
    safe = np.where(x > 0, x, 1.0)
    ratio = np.where(x > 0, spherical_jn(3, safe) / safe**3, 1 / 105)
    return -32 * np.pi * R**3 * V / omega * ratio


# Geometry: no two spheres overlap, periodic images included.
shifts = a * np.array([[i, j, k] for i in (-1, 0, 1)
                       for j in (-1, 0, 1) for k in (-1, 0, 1)])
pair_distance = np.linalg.norm(sites[1] - sites[0] + shifts, axis=1).min()
assert pair_distance > radii.sum() and 2 * radii.max() < a
sphere_volumes = 4 * np.pi * radii**3 / 3

# Average formula on a triclinic lattice with random complex coefficients.
rng = np.random.default_rng(4)
cell = np.array([[3.0, 0.2, 0.1], [0.5, 3.4, 0.3], [-0.4, 0.6, 3.8]])
recip = 2 * np.pi * np.linalg.inv(cell).T
small = np.array([[i, j, k] for i in (-1, 0, 1)
                  for j in (-1, 0, 1) for k in (-1, 0, 1)])
G_tri = small @ recip
c_tri = rng.normal(size=27) + 1j * rng.normal(size=27)
tau_tri = np.array([0.7, -0.4, 1.1])
triclinic_error = 0.0
for r in (0.0, 0.6, 1.9, 3.5):
    direct = sphere_average(lambda p: np.exp(1j * p @ G_tri.T) @ c_tri,
                            tau_tri, r, n=40)
    series = np.sum(c_tri * np.exp(1j * G_tri @ tau_tri)
                    * j0(np.linalg.norm(G_tri, axis=1) * r))
    triclinic_error = max(triclinic_error, abs(direct - series))
assert triclinic_error < 1e-10

# Coefficients: radial formula against a three-dimensional grid sum.
N = 80
axis = a * np.arange(N) / N
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
grid_coef = np.fft.fftn(potential(grid)) / N**3
profiles = [lambda r, R=R, V=V: v_inter - V * (1 - r**2 / R**2)**2
            for R, V in zip(radii, depths)]
chosen = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 0),
          (1, 1, 1), (2, -1, 3)]
formula = {h: coefficient(h, profiles, v_inter) for h in chosen}
grid_error = max(abs(formula[h] - grid_coef[h]) for h in chosen)
assert grid_error < 1e-5   # aliasing of the finite grid
for h in chosen:
    G = b * np.array(h)
    closed = sum(np.exp(-1j * G @ t)
                 * well_transform(np.linalg.norm(G), R, V)
                 for t, R, V in zip(sites, radii, depths))
    closed = closed + (v_inter if h == (0, 0, 0) else 0)
    assert abs(closed - formula[h]) < 1e-9

# Site averages from the series, with a spherical cutoff on G.
M = 40
ints = np.arange(-M, M + 1)
H = np.stack(np.meshgrid(ints, ints, ints, indexing="ij"),
             axis=-1).reshape(-1, 3)
H = H[np.sum(H**2, axis=1) <= M**2]
n2 = np.sum(H**2, axis=1)
g_all = b * np.sqrt(n2)
f_all = np.where(n2 == 0, v_inter, 0.0).astype(complex)
for tau, R, V in zip(sites, radii, depths):
    f_all += np.exp(-1j * b * H @ tau) * well_transform(g_all, R, V)
g_shell = b * np.sqrt(np.arange(M**2 + 1))
averages = []
for s, r in ((0, 0.0), (0, 0.5), (0, 1.0), (0, 1.7), (0, 2.5),
             (1, 0.5), (1, 2.5)):
    weights = (f_all * np.exp(1j * b * H @ sites[s])).real
    shell_sum = np.bincount(n2, weights=weights, minlength=M**2 + 1)
    series = np.sum(shell_sum * j0(g_shell * r))
    direct = sphere_average(potential, sites[s], r)
    # The truncated tail is largest at the centre, where j0 = 1.
    assert abs(series - direct) < (0.03 if r == 0 else 0.005)
    averages.append((s + 1, r, series, direct))

# Round trip: grid coefficients -> averages -> v_I -> coefficients.
idx = np.rint(np.fft.fftfreq(N) * N).astype(int)
K = np.stack(np.meshgrid(idx, idx, idx, indexing="ij"),
             axis=-1).reshape(-1, 3)
k2 = np.sum(K**2, axis=1)
mean_f = grid_coef[0, 0, 0].real
recovered_profiles, sphere_integral = [], 0.0
for tau, R in zip(sites, radii):
    weights = (grid_coef.ravel() * np.exp(1j * b * K @ tau)).real
    sums = np.bincount(k2, weights=weights)
    g = b * np.sqrt(np.arange(len(sums)))

    def prof(r, sums=sums, g=g):
        return np.array([np.sum(sums * j0(g * x)) for x in r])

    recovered_profiles.append(prof)
    r, w = radial_nodes(R)
    sphere_integral += 4 * np.pi * np.sum(w * r**2 * prof(r))
v_rec = (omega * mean_f - sphere_integral) / (omega - sphere_volumes.sum())
assert abs(v_rec - v_inter) < 2e-3   # truncated series
round_trip_error = max(
    abs(coefficient(h, recovered_profiles, v_rec) - grid_coef[h])
    for h in chosen)
assert round_trip_error < 2e-3       # truncated series

# A nonzero function whose averages vanish about both sites.
hidden = np.cross(np.ones(3), np.cos(b * sites[1]))
hidden /= np.abs(hidden).max()


def hidden_function(p):
    return np.cos(b * p) @ hidden


hidden_average = max(abs(sphere_average(hidden_function, t, r, n=40))
                     for t in sites for r in (0.0, 0.7, 1.6, 3.0))
hidden_rms = np.sqrt(np.mean(hidden_function(grid)**2))
assert hidden_average < 1e-10 and hidden_rms > 0.5

# Unit ball: transform by plane slices, then behaviour of partial sums.
R = radii[0]
for q in (0.8, b, 5.3):
    slices = quad(lambda z: np.pi * (R**2 - z**2) * np.cos(q*z), -R, R)[0]
    assert abs(slices - 4*np.pi*R**3*spherical_jn(1, q*R)/(q*R)) < 1e-8
ball = np.empty_like(g_shell)
ball[0] = sphere_volumes[0] / omega
x = g_shell[1:] * R
ball[1:] = 4 * np.pi * R**3 / omega * spherical_jn(1, x) / x
counts = np.bincount(n2, minlength=M**2 + 1)
window = g_shell > 45.0
swings = []
for r in (0.0, R / 2):
    partial = np.cumsum(counts * ball * j0(g_shell * r))[window]
    swings.append(np.ptp(partial))
assert abs(swings[0] - 4 / np.pi) < 0.2   # lattice sum, finite cutoff
assert swings[1] < 0.12

print(f"cubic lattice constant a = {a:.1f} angstrom")
print(f"cell volume = {omega:.1f} angstrom^3")
for i in range(2):
    print(f"site {i+1}: tau/a = {np.round(sites[i]/a, 2)}, "
          f"R = {radii[i]:.1f} angstrom, V = {depths[i]:.1f} eV")
print(f"interstitial constant v_I = {v_inter:.1f} eV")
print(f"nearest distance, site 1 to site 2 = {pair_distance:.4f} angstrom")
print(f"volume fraction in spheres = {sphere_volumes.sum()/omega:.4f}")
for i in range(2):
    share = float(well_transform(0.0, radii[i], depths[i]))
    print(f"well {i+1} contribution to f(0) = {share:.5f} eV")
print(f"mean potential f(0) = {formula[(0,0,0)].real:.5f} eV"
      f" = {formula[(0,0,0)].real/HARTREE:.6f} hartree")
print("Fourier coefficients f(G) in eV: radial formula | grid sum")
for h in chosen[1:]:
    print(f"  hkl {h}: {formula[h]:.5f} | {grid_coef[h]:.5f}")
print(f"largest formula-grid difference = {grid_error:.1e} eV")
print(f"series cutoff |G| = {b*M:.2f} 1/angstrom, {len(H)} vectors")
print("spherical averages in eV: series | direct quadrature")
for s, r, series, direct in averages:
    print(f"  site {s}, r = {r:.1f} angstrom: {series:.4f} | {direct:.4f}")
print(f"v_I recovered from f(0) and averages = {v_rec:.5f} eV")
print(f"largest round-trip coefficient error = {round_trip_error:.1e} eV")
print(f"triclinic test, largest error = {triclinic_error:.1e} (no unit)")
print(f"hidden function amplitudes c = {np.round(hidden, 4)} (no unit)")
print(f"hidden function: rms = {hidden_rms:.4f}, "
      f"largest site average = {hidden_average:.1e} (no unit)")
print(f"unit ball, R = {R:.1f} angstrom, cutoffs from 45 to "
      f"{b*M:.1f} 1/angstrom:")
print(f"  swing of partial sums at centre = {swings[0]:.3f}, "
      f"4/pi = {4/np.pi:.3f} (no unit)")
print(f"  swing at r = {R/2:.2f} angstrom = {swings[1]:.3f} (no unit)")
print("tests ok")
```

Running it gives:

```
cubic lattice constant a = 4.0 angstrom
cell volume = 64.0 angstrom^3
site 1: tau/a = [0. 0. 0.], R = 1.7 angstrom, V = 30.0 eV
site 2: tau/a = [0.5  0.4  0.55], R = 1.3 angstrom, V = 20.0 eV
interstitial constant v_I = -5.0 eV
nearest distance, site 1 to site 2 = 3.1305 angstrom
volume fraction in spheres = 0.4653
well 1 contribution to f(0) = -2.20495 eV
well 2 contribution to f(0) = -0.65734 eV
mean potential f(0) = -7.86229 eV = -0.288934 hartree
Fourier coefficients f(G) in eV: radial formula | grid sum
  hkl (1, 0, 0): -0.94206+0.00000j | -0.94206+0.00000j
  hkl (0, 1, 0): -1.04113+0.30491j | -1.04113+0.30491j
  hkl (0, 0, 1): -0.96745-0.16030j | -0.96745-0.16030j
  hkl (1, 1, 0): -1.25944-0.23790j | -1.25944-0.23790j
  hkl (1, 1, 1): -0.26790+0.09628j | -0.26790+0.09628j
  hkl (2, -1, 3): 0.00935-0.01169j | 0.00935-0.01169j
largest formula-grid difference = 2.0e-06 eV
series cutoff |G| = 62.83 1/angstrom, 267761 vectors
spherical averages in eV: series | direct quadrature
  site 1, r = 0.0 angstrom: -34.9998 | -35.0000
  site 1, r = 0.5 angstrom: -30.0343 | -30.0342
  site 1, r = 1.0 angstrom: -17.8309 | -17.8307
  site 1, r = 1.7 angstrom: -5.0001 | -5.0000
  site 1, r = 2.5 angstrom: -5.4905 | -5.4907
  site 2, r = 0.5 angstrom: -19.5207 | -19.5205
  site 2, r = 2.5 angstrom: -7.2641 | -7.2642
v_I recovered from f(0) and averages = -4.99996 eV
largest round-trip coefficient error = 4.2e-06 eV
triclinic test, largest error = 6.6e-15 (no unit)
hidden function amplitudes c = [-0.7437 -0.2563  1.    ] (no unit)
hidden function: rms = 0.8997, largest site average = 6.4e-15 (no unit)
unit ball, R = 1.7 angstrom, cutoffs from 45 to 62.8 1/angstrom:
  swing of partial sums at centre = 1.284, 4/pi = 1.273 (no unit)
  swing at r = 0.85 angstrom = 0.031 (no unit)
tests ok
```
